# The Low-Frequency Gap of a Periodic Amorphous-Silicon Cell

## A deficit that shrinks with the cell

Take a disordered elastic network in a periodic cube. Measure its transverse sound speed $c_T$ by static shear, then compute its vibrations. For a cube of side $L$ equal to 7 mean spacings, the lowest group of nonzero frequencies has an rms value of $0.9638\,c_T/L$. For a side of 4 spacings it is $0.8943\,c_T/L$. The deficits from $c_T/L$ are 3.6% and 10.6%. Why does the group lie near $c_T/L$, and why does the deficit fall roughly threefold when the side grows by a factor 7/4?

The first answer gives the estimate for amorphous silicon: a cell of side 4.4 nm has no propagating transverse modes below about 0.84 THz in a Gamma-point calculation. The second gives the first correction to it.

The network has unit masses on a cubic grid, with each coordinate displaced at random by up to 0.15 spacing. Nearest and next-nearest neighbours are joined by springs, unstretched at rest, with stiffnesses drawn uniformly between 0.5 and 1.5. It tests the wave argument and is not a model of silicon bonding.

SI-based units are used for silicon. The ordinary frequency is $f=\omega/2\pi$, and the networks are harmonic. The lifetimes assumed later describe plane waves, which disorder can scatter even in a harmonic solid.

## Leading order: the longest wave that fits

A Gamma-point calculation gives every periodic image of an atom the same displacement. A plane wave $e^{i\mathbf k\cdot\mathbf r}$ must then be unchanged by a shift $L$ along each axis:

$$e^{ik_xL}=e^{ik_yL}=e^{ik_zL}=1,\qquad \mathbf k=\frac{2\pi}{L}(n_1,n_2,n_3),$$

with integer $n_i$. The choice $(0,0,0)$ gives rigid translations: three modes at zero frequency, which are not waves. The smallest nonzero wavevector has one integer equal to $\pm1$ and the others zero, so

$$k_0=\frac{2\pi}{L}.$$

When the wavelength is much longer than the atomic spacing, the solid acts as an elastic continuum with density $\rho$ and shear modulus $G$. Let the wave run along $x$ with displacement $u_y(x,t)$. The shear stress is $\sigma_{xy}=G\,\partial u_y/\partial x$, and Newton's law per unit volume reads

$$\rho\frac{\partial^2u_y}{\partial t^2}=\frac{\partial\sigma_{xy}}{\partial x}=G\frac{\partial^2u_y}{\partial x^2}.$$

Inserting $u_y\propto e^{i(kx-\omega t)}$ gives $-\rho\omega^2=-Gk^2$, so $\omega=c_Tk$ with $c_T=\sqrt{G/\rho}$. In a disordered solid, $G$ must include the internal relaxation of the atoms under strain, because they have time to relax during a slow wave. At $k_0$,

$$f_{\rm edge}=\frac{c_Tk_0}{2\pi}=\frac{c_T}{L}.$$

For the silicon cell,

$$f_{\rm edge}=\frac{3700\ \text{m/s}}{4.4\times10^{-9}\ \text{m}}=0.841\ \text{THz},$$

or 3.48 meV as a phonon energy.

Six wavevectors have length $k_0$, each with two transverse polarizations, so the lowest group has 12 modes. In an isotropic medium the next transverse group has $|\mathbf k|=\sqrt2\,k_0$ and starts near $\sqrt2f_{\rm edge}$. The 7-spacing network shows this pattern: 12 modes between 0.9439 and 0.9802 times $c_T/L$, then a gap up to 1.3159. Transverse plane waves of wavevector $k_0$ make up 98.5% of the 12 modes, so the length of the wavevector is a good label here despite the disorder. Its direction is not, because the disorder mixes waves along different axes within a single mode.

## First correction: discreteness

Continuum elasticity contains no length to compare with $L$. The first correction needs the atomic spacing $a$, and its coefficient depends on the structure. It can be found in closed form for the ordered version of the network, with equal springs $K$, equal masses $m$ and no displacements from the grid.

Again let the wave run along $x$ with displacement along $y$. Number the planes normal to $x$ by $l$; all atoms in a plane share the displacement $u_l$. A spring with unit vector $\mathbf n$ feels the relative displacement along $\mathbf n$, so its force along $y$ is $Kn_y^2$ times the difference of the two displacements.

- Springs within a plane join atoms that move equally, and exert no force.
- Springs along $x$ have $n_y=0$, and exert none either.
- Diagonal springs in the $xz$ plane also have $n_y=0$.
- Diagonal springs in the $xy$ plane have $n_y^2=1/2$. Each atom has two of them to plane $l+1$ and two to plane $l-1$.

The $x$ components of the forces from each such pair cancel, since $n_xn_y$ has opposite signs. What remains is

$$m\ddot u_l=2\cdot\tfrac12K(u_{l+1}-u_l)+2\cdot\tfrac12K(u_{l-1}-u_l)
=K(u_{l+1}+u_{l-1}-2u_l).$$

With $u_l\propto e^{i(kla-\omega t)}$,

$$m\omega^2=K(2-2\cos ka)=4K\sin^2\frac{ka}{2}.$$

For small $ka$ this becomes $\omega=a\sqrt{K/m}\,k$, so $c_T=a\sqrt{K/m}$. Taking the positive root and eliminating $K/m$,

$$f=\frac{1}{2\pi}\,\frac{2c_T}{a}\sin\frac{ka}{2}=\frac{c_T}{\pi a}\sin\frac{ka}{2}.$$

At $k=k_0$ the argument is $\pi a/L$. Using $\sin z=z-z^3/6+\dots$,

$$f=\frac{c_T}{\pi a}\left[\frac{\pi a}{L}-\frac{\pi^3a^3}{6L^3}+\dots\right]
=\frac{c_T}{L}\left[1-\frac{\pi^2}{6}\frac{a^2}{L^2}+\dots\right].$$

The correction is negative and quadratic in $a/L$. For $L=7a$ it is $\pi^2/294=3.4\%$; for $L=4a$ it is $\pi^2/96=10.3\%$. The next term of the series is positive, and the full sine, $1-\sin(\pi a/L)/(\pi a/L)$, gives slightly smaller deficits of 3.3% and 10.0%. The disordered networks gave 3.6% and 10.6%. Discreteness thus accounts for most of the deficit and for its fall with size. The remainder beyond the full sine, about 0.3% and 0.6% of $c_T/L$, belongs to the disorder. It is a net effect. If the irregular internal motion that accompanies the wave is made to follow it statically, without inertia, the rms values rise to about 0.969 and 0.908 times $c_T/L$, slightly above the full sine. The inertia of this motion thus lowers the group by more than the remainder, and other effects of the disorder offset part of the lowering.

## What disorder does to the twelve modes

In the ordered cube the 12 modes are degenerate. Disorder splits them. To lowest order, the diagonal value of $\omega^2$ for a trial wave is the ratio

$$\omega^2\simeq\frac{\sum_bK_be_b^2}{\sum_i m|\mathbf u_i|^2},$$

where $e_b$ is the extension of spring $b$ per unit wave amplitude and $\mathbf u_i$ the displacement of atom $i$ on the same scale. This ratio leaves out the irregular internal motion, which lowers the frequency of the whole group by 3 to 4% in networks of side 7 spacings (about 3% from static relaxation, the rest from its inertia), so it helps to explain the splitting but does not give the level of the group. A cosine wave and a sine wave stretch the springs most in different places, so they sample different local stiffnesses and have different frequencies. Coupling between the 12 waves adds to the splitting.

The lowest mode of the 7-spacing network is therefore 5.6% below $c_T/L$, although the group as a whole is 3.6% below. The edge is an estimate of where the propagating modes begin, not a strict lower bound. A glass may also have soft vibrations localized around a few atoms. These can lie below $f_{\rm edge}$, but they are not propagating waves.

## A second case: a phase across the cell

The gap comes from sampling the Gamma point alone. Suppose that displacements acquire a phase $2\pi s$ from one cell to the next along $x$, with $0<s<1/2$. Then $e^{ik_xL}=e^{2\pi is}$, and the smallest wavevector is $k=2\pi s/L$. Its argument in the sine is $ka/2=\pi sa/L$, so the same expansion gives

$$f=s\,\frac{c_T}{L}\left[1-\frac{\pi^2s^2}{6}\frac{a^2}{L^2}+\dots\right].$$

For $s=0.25$ and $L=7a$ the correction is $\pi^2(0.0625)/294=0.21\%$, which predicts $0.2495\,c_T/L$. The disordered network, with $c_T$ taken for waves along $x$, gives 0.2494. The waves missing at Gamma are thus present in the repeated solid. In the silicon cell the same phase would give waves near $0.25\times0.841=0.21$ THz. They still see a structure that repeats every 4.4 nm, so this does not replace a larger disordered sample.

Staying at Gamma, a lower edge $f$ requires $L=c_T/f$. For 0.1 THz this is 37 nm. At fixed density the atom count grows as $L^3$, from about 4200 to about 2.5 million.

## Corrections for amorphous silicon

Silicon's transverse branch is not that of the network. To size its curvature, assume the sine shape with its maximum set to a rough band top $f_{\rm top}=5$ THz. In the formula above the maximum is $c_T/(\pi a)$, so $\pi a/L=f_{\rm edge}/f_{\rm top}$, and

$$\frac{\Delta f}{f_{\rm edge}}\simeq-\frac16\left(\frac{f_{\rm edge}}{f_{\rm top}}\right)^2
=-\frac16\left(\frac{0.841}{5.0}\right)^2=-0.47\%.$$

This is about 0.004 THz, so the curvature can be neglected here. The estimate does not include shifts due to disorder.

Scattering matters more. If the energy of a wave decays as $e^{-t/\tau}$, its amplitude decays as $e^{-t/2\tau}$. At angular detuning $\delta$ the power spectrum is proportional to $[(1/2\tau)^2+\delta^2]^{-1}$, which halves at $\delta=\pm1/(2\tau)$. The full width is $1/\tau$ in $\omega$, hence $1/(2\pi\tau)$ in $f$. Assumed lifetimes of 2, 5 and 10 ps give 0.080, 0.032 and 0.016 THz. These widths describe a plane wave in a large solid; a harmonic mode of the finite cell is itself sharp. They are small compared with the spacing to the next transverse group, $(\sqrt2-1)f_{\rm edge}\approx0.35$ THz. Under much stronger scattering, even the length of $\mathbf k$ would label the modes poorly, and the estimate would become less accurate.

The speed, density and band top used here are rough typical values for amorphous silicon, whose properties vary with preparation and porosity. A change of 200 m/s in $c_T$ moves the edge by 0.045 THz, or about 5%, far more than the curvature does. With a rough longitudinal speed of 8000 m/s, longitudinal waves start near 1.8 THz. Real samples are not periodic, so the gap belongs to the calculation and not to the material.

## What the missing range means for heat

In a very large solid, the number of transverse modes with $k<k_0$ per volume $L^3$ is two polarizations times the volume of a sphere, divided by the volume per wavevector:

$$N=2\,\frac{4\pi k_0^3/3}{(2\pi/L)^3}=\frac{8\pi}{3}=8.38.$$

An explicit count in a cube 20 times as wide gives 8.34. This is a small part of the roughly $3\times4200$ modes of the cell, but long waves can carry heat far.

Each mode contributes $\frac13Cc_T^2\tau$ to the conductivity, per unit volume, with heat capacity $C\simeq k_B$ at high temperature. The mode density is $2\cdot4\pi k^2/(2\pi)^3=k^2/\pi^2$. If $\tau=\tau_0(k_0/k)^2$, where $\tau_0$ is the lifetime at the edge, then

$$\kappa_<=\int_0^{k_0}\frac{k^2}{\pi^2}\,\frac{k_Bc_T^2\tau_0}{3}\frac{k_0^2}{k^2}\,dk
=\frac{k_Bc_T^2\tau_0k_0^3}{3\pi^2}.$$

The factors of $k$ cancel, and the integral supplies the last $k_0$. With $k_0=1.428$ nm$^{-1}$, the three lifetimes give 0.037, 0.093 and 0.186 W/(m K). In a sample with a total conductivity of 1 W/(m K), these transverse waves would carry about 4%, 9% and 19% of the heat. For the same lifetimes, the share is smaller in a sample that conducts better.

The value of $\kappa_<$ is not the error of a Gamma-point sum. The modes at $k_0$ also stand for part of the range below $k_0$, so with this lifetime law and $C=k_B$ the sum falls short by about $0.71\,\kappa_<$.

The first quantum correction is small at 300 K. With $x=hf/k_BT$, the heat capacity is

$$\frac{C}{k_B}=\left[\frac{x/2}{\sinh(x/2)}\right]^2\simeq\left(1+\frac{x^2}{24}\right)^{-2}\simeq1-\frac{x^2}{12}.$$

The conductivity integrand is uniform in $k$, and the average of $x^2$ is one third of its edge value. At the edge $x\approx0.135$, so the reduction is $x^2/36\approx0.05\%$.

The lifetime law matters far more. For $\tau\propto k^{-p}$ the integrand varies as $k^{2-p}$, and the integral converges at small $k$ only if $p<3$. For $p=4$, the result depends on another process that limits the longest waves, such as scattering at the surfaces of a film.

At low temperature the missing range dominates the heat capacity of the sound waves. With linear dispersion, the integrand over frequency is proportional to $x^4/\sinh^2(x/2)$. Setting its logarithmic derivative to zero gives

$$\frac4x-\coth\frac x2=0,\qquad x=3.830.$$

The peak lies at the transverse edge when

$$T=\frac{hf_{\rm edge}}{3.830\,k_B}=10.5\ \text{K}.$$

Below this temperature the peak falls inside the gap, and a Gamma-point sum over the nonzero modes of this cell increasingly underestimates the transverse sound-wave heat capacity. With linear dispersion, the sum is about 17% too low at 10.5 K, 34% at 8 K and 77% at 5 K.

## Values computed for the example and the checks

```
DISORDERED NETWORK (unit mass, unit mean spacing)
Cell side, larger network: 7 spacings
Static transverse speed: 0.9846 model units
Lowest nonzero mode / (c_T/L): 0.9439
Highest of twelve / (c_T/L): 0.9802
Rms of twelve / (c_T/L): 0.9638
Next mode / (c_T/L): 1.3159
Rms of twelve, side 4 spacings / (c_T/L): 0.8943
Transverse plane-wave share of twelve: 0.9853
Bloch phase / (2 pi): 0.25
Lowest pair with that phase / (c_T/L): 0.2494
AMORPHOUS SILICON
Cell side: 4.4 nm
Transverse speed: 3700 m/s
Smallest nonzero wavevector: 1.428 1/nm
Transverse edge: 0.841 THz
Transverse edge energy: 3.48 meV
Longitudinal speed, rough input: 8000 m/s
Longitudinal edge: 1.82 THz
Density, rough input: 2.3 g/cm3
Atoms in cell: 4201
Continuum transverse modes below edge per cell: 8.38
Same, explicit count in 20-fold wider cell: 8.34
Target lower frequency: 0.1 THz
Cell side for target: 37 nm
Atoms for target: 2.50e+06
NEGLECTED EFFECTS AND CONSEQUENCES
Transverse band top, rough input: 5.0 THz
Lowering by dispersion: 0.47 percent
Speed uncertainty, rough input: 200 m/s
Edge shift from it: 0.045 THz
Temperature for heat conduction: 300 K
Assumed lifetime at edge: 2 ps
  Mean free path: 7.4 nm
  Full linewidth: 0.080 THz
  Conductivity below edge: 0.037 W/(m K)
Assumed lifetime at edge: 5 ps
  Mean free path: 18.5 nm
  Full linewidth: 0.032 THz
  Conductivity below edge: 0.093 W/(m K)
Assumed lifetime at edge: 10 ps
  Mean free path: 37.0 nm
  Full linewidth: 0.016 THz
  Conductivity below edge: 0.186 W/(m K)
Heat-capacity peak h f/(k_B T): 3.830
Temperature with peak at edge: 10.5 K
```
